Grain-boundary diffusion product from a constant-source section profile

**Problem**

A solute enters a solid through a flat surface held at constant concentration. One grain boundary runs perpendicular to the surface, and its neighbours are far away. After an anneal of t = 1×10⁴ s, thin layers are removed parallel to the surface and analysed, which gives the mean concentration c̄(y) at depth y. Well below the zone reached by direct lattice diffusion, a plot of ln c̄ against y^(6/5) is nearly straight, with slope magnitude

g = −d ln c̄/d(y^(6/5)) = 1×10⁷ m^(−6/5).

The lattice diffusivity is D = 1×10⁻¹⁸ m²/s. These are round model parameters.

(a) Derive the relation between g and the product P = sδD_b, where s is the segregation factor, δ the boundary width and D_b the boundary diffusivity. Explain why the power 6/5 serves, and in what sense.

(b) Evaluate P.

(c) Check that the conditions of the derivation hold, and estimate the error made by the formula within the model.

(d) State what changes if the slope was taken from a log₁₀ plot, if the boundary is not isolated, and if D_b itself is wanted.

**Solution**

**1. The balance equations**

Let the boundary lie in the plane x = 0 and let y be the depth below the surface. The lattice concentration is c(x,y,t), initially zero, with c = c₀ at y = 0. Both diffusivities are constant. In the lattice

∂c/∂t = D(∂²c/∂x² + ∂²c/∂y²).

The boundary is so thin that its concentration c_b does not vary across it. Consider a piece of boundary of width δ. It gains solute by diffusion along y and exchanges solute with the lattice on both sides. On the side x > 0 the flux towards the boundary is +D ∂c/∂x, which is negative when c falls away from the boundary. The other side contributes equally, so

δ ∂c_b/∂t = δD_b ∂²c_b/∂y² + 2D ∂c/∂x at x = 0⁺.

Linear segregation with local equilibrium means c_b = s c(0,y,t). Inserting this gives

sδ ∂c/∂t = P ∂²c/∂y² + 2D ∂c/∂x at x = 0⁺.

Apart from the storage term on the left, s, δ and D_b enter through their product P. This is why a profile of this kind yields P and not D_b.

**2. Solution for a fast, thin boundary**

Two terms are now dropped, and the conditions for this are found afterwards. They are the storage term sδ ∂c/∂t and lattice diffusion along y. Let p be the Laplace variable conjugate to time and ĉ the transform of c. In the lattice

pĉ = D ∂²ĉ/∂x².

The solution that decays away from the boundary is

ĉ = B(y) exp(−x√(p/D)).

Its gradient at x = 0⁺ is −√(p/D) B, so the boundary equation becomes

P B″ = 2D√(p/D) B = 2√(Dp) B.

The surface condition is B(0) = c₀/p, and B must vanish at great depth. Hence

B = (c₀/p) exp(−κy), κ² = 2√(Dp)/P.

The solute leaks sideways as it travels down, and this leakage sets the decay with depth.

The dropped terms can now be compared with those kept. The transformed storage term has magnitude sδpB, and the leakage term has magnitude 2√(Dp) B. Their ratio is

sδ√(p/D)/2 = α√(pt), α = sδ/(2√(Dt)).

In the lattice, diffusion along y compares with diffusion along x as κ² compares with p/D:

κ²D/p = 2D^(3/2)/(P√p) = 1/(β√(pt)), β = P/(2D√(Dt)).

The values of pt that matter at moderate depth are of order one, as section 4 shows. The approximation therefore needs α ≪ 1 and β ≫ 1. It also omits the solute that enters the lattice directly through the surface, so y must be many times √(Dt).

**3. The section mean depends on one variable**

A section contains the solute on both sides of the boundary. Per unit length of boundary, the transformed amount is

M̂ = 2∫₀^∞ ĉ dx = 2B√(D/p) = 2c₀√D p^(−3/2) exp(−κy).

The solute inside the boundary itself is smaller by a factor of order α and is omitted. The mean c̄ is M divided by the width of lattice belonging to the boundary. That width does not depend on depth, so it does not affect the slope of ln c̄.

Put p = σ/t. Then

κy = y[2√D/P]^(1/2) p^(1/4) = wσ^(1/4), w = y[2√(D/t)/P]^(1/2).

The inverse transform contains dp = dσ/t and p^(−3/2) = t^(3/2)σ^(−3/2), which together supply a factor √t. Thus

M = 2c₀√(Dt) F(w),

F(w) = (1/2πi)∫ σ^(−3/2) exp(σ − wσ^(1/4)) dσ.

Expanding exp(−wσ^(1/4)) in powers of w leaves integrals of σ^(−a)e^σ. On a contour bent around the negative real axis each of these equals 1/Γ(a), so

F(w) = Σₙ (−w)ⁿ/[n! Γ(3/2 − n/4)], n = 0, 1, 2, …

Terms in which Γ has a pole are zero. This series gives F at any depth in the limit of large β and small α.

**4. Why the plot against y^(6/5) is nearly straight**

For large w the integral can be evaluated at its saddle point. Let φ = σ − wσ^(1/4). The condition φ′ = 0 reads

1 − (w/4)σ^(−3/4) = 0, so σ = q = (w/4)^(4/3).

Since w = 4q^(3/4), the exponent and its curvature at this point are

φ = q − 4q = −3q,

φ″ = (3/16)w q^(−7/4) = 3/(4q).

The path crosses the saddle parallel to the imaginary axis. With σ = q + iv, the exponent is −3q − φ″v²/2, and the Gaussian integral over v gives √(2π/φ″). Therefore

F ≈ q^(−3/2) e^(−3q) (1/2π)√(2π/φ″)
 = q^(−3/2) e^(−3q) √(2q/(3π))
 = √(2/(3π)) e^(−3q)/q.

The series differs from this expression by 3.5 % at w = 40 and by 1.4 % at w = 80, so the two approach each other as they should. The saddle position also shows which σ = pt matter: q = 1 at w = 4, which is the order of magnitude assumed in section 2.

The exponent −3q is proportional to w^(4/3). With storage in the boundary omitted, the asymptotic law is thus a power 4/3, not 6/5. At practical depths, however, the factor 1/q also contributes to the slope. Define the local slope magnitude

m(w) = −d ln F/d(w^(6/5)).

From the saddle-point form, −d ln F/dq = 3 + 1/q. Also dq/dw = 4q/(3w) and d(w^(6/5))/dw = (6/5)w^(1/5). Combining these,

m ≈ (3 + 1/q)(4q/(3w))/((6/5)w^(1/5)) = (10/9)(3q + 1)/w^(6/5).

The term with 3q grows slowly, as w^(4/3−6/5) = w^(2/15), while the other falls as w^(−6/5). Their sum has a minimum, around which the slope hardly changes. Setting the derivative with respect to ln w to zero gives

3q(4/3 − 6/5) − 6/5 = 0, so q = 3 and w = 4×3^(3/4) ≈ 9.1.

There m ≈ (10/9)×10/9.1^(6/5) ≈ 0.78. This shows how a nearly constant slope arises. It is a leading-order estimate at a depth where the saddle-point form is not yet accurate. The series places the minimum at a smaller depth, near w = 6, with m ≈ 0.76. The coefficient for a finite window should therefore be taken from the series. Straight-line fits to ln F from the series give

0.769 for 2 ≤ w ≤ 6,
0.765 for 2 ≤ w ≤ 10.

The customary constant 0.78 lies within 2 % of both. Over 2 ≤ w ≤ 6 the largest departure of ln F from its fitted line is 0.021 when the abscissa is w^(6/5), 0.066 when it is w, and 0.35 when it is w². The 6/5 plot is the straightest of these three, but it is an approximation over a finite window.

**5. The formula**

Take m = 0.78. Since w^(6/5) = y^(6/5)[2√(D/t)/P]^(3/5), the measured slope is

g = 0.78[2√(D/t)/P]^(3/5).

Raise both sides to the power 5/3:

g^(5/3) = 0.78^(5/3) × 2√(D/t)/P.

Solving for P gives Le Claire's constant-source formula:

sδD_b = 2(0.78)^(5/3) (D/t)^(1/2) g^(−5/3) = 1.322 (D/t)^(1/2) g^(−5/3).

This answers part (a). A flatter profile (smaller g) means a larger P. At a given slope, a larger D also means a larger P, because the boundary must carry more solute to make up for stronger leakage.

For small errors the formula gives

ΔP/P ≈ ½ΔD/D − ½Δt/t − (5/3)Δg/g.

The slope is the most sensitive input: an error of 3 % in g produces one of about 5 % in P, with the opposite sign.

**6. Numerical value**

The two factors are

(D/t)^(1/2) = (1×10⁻¹⁸/1×10⁴)^(1/2) = 1×10⁻¹¹ m/s,

g^(−5/3) = (1×10⁷)^(−5/3) = 2.154×10⁻¹² m².

The unit of the second follows from (m^(−6/5))^(−5/3) = m². Hence

sδD_b = 1.322 × 1×10⁻¹¹ × 2.154×10⁻¹² = 2.85×10⁻²³ m³/s,

or 2.85×10⁻¹⁷ cm³/s. This answers part (b).

**7. Do the conditions hold?**

The lattice diffusion length is

√(Dt) = (1×10⁻¹⁸ × 1×10⁴)^(1/2) = 1×10⁻⁷ m.

The boundary parameter is then

β = 2.85×10⁻²³/(2 × 1×10⁻¹⁸ × 1×10⁻⁷) ≈ 142,

which is large compared with one.

Since w = y/(√β √(Dt)), the window 2 ≤ w ≤ 6 corresponds to depths from 2.4×10⁻⁶ m to 7.2×10⁻⁶ m. Its shallow end is about 24 lattice diffusion lengths below the surface, where direct penetration is negligible. Slopes should be fitted in a window of this kind.

To estimate α a value of sδ is needed. With sδ = 5×10⁻¹⁰ m, chosen for illustration,

α = 5×10⁻¹⁰/(2 × 1×10⁻⁷) = 0.0025,

which is small.

**8. A check at the actual β**

The formula rests on β → ∞ and on the rounded constant 0.78. Both can be examined by restoring lattice diffusion along y. Measure lengths in √(Dt), time in t and concentration in c₀, and write ξ = x/√(Dt), η = y/√(Dt). With storage still omitted, the equations for the reduced concentration u are

∂u/∂τ = ∂²u/∂ξ² + ∂²u/∂η²,

β ∂²u/∂η² + ∂u/∂ξ = 0 at ξ = 0⁺.

Let σ be the Laplace variable and U = ∫₀^∞ û sin(kη) dη. Two integrations by parts turn ∂²û/∂η² into k/σ − k²U, because û = 1/σ at the surface. The lattice equation becomes

U″ = μ²U − k/σ, μ² = σ + k²,

where primes denote derivatives with respect to ξ. Its bounded solution is

U = k/(σμ²) + A exp(−μξ).

The first term is direct penetration from the surface. The second is the solute supplied by the boundary. The boundary condition requires

β[k/σ − k³/(σμ²) − k²A] − μA = 0.

Because 1 − k²/μ² = σ/μ², this gives

A = βk/[μ²(μ + βk²)].

Integration over both sides multiplies A by 2/μ. The resulting amount, 2βk/[μ³(μ + βk²)], depends on σ only through σ + k². By the shift rule its inverse at τ = 1 is exp(−k²) times the inverse of the same expression with μ replaced by r = √σ. With b = βk², partial fractions give

1/[r³(r+b)] = 1/(br³) − 1/(b²r²) + 1/(b³r) − 1/[b³(r+b)].

At τ = 1 the inverses of r⁻³, r⁻², r⁻¹ and 1/(r+b) are 2/√π, 1, 1/√π and 1/√π − b exp(b²)erfc(b). The terms 1/(b³√π) cancel, leaving

G(b) = [2b/√π − 1 + exp(b²)erfc(b)]/b².

The inverse sine transform then gives the boundary-supplied amount, in units of c₀√(Dt):

(2/π)∫₀^∞ 2βk exp(−k²) G(βk²) sin(kη) dk.

Two tests support this expression. At β = 10 and depths of 8, 12 and 16 √(Dt), it agrees within 0.13 % with a direct finite-volume solution of the balance equations. At β = 10⁶ it agrees with the series 2F(w) within 0.0002 % at w = 2, 4 and 6.

For the present case, inserting P = 2.85×10⁻²³ m³/s gives a profile whose fitted slope over the chosen depths is 9.85×10⁶ m^(−6/5), which is 1.5 % below the given slope. Adjusting P until the fitted slope equals 1×10⁷ m^(−6/5) gives

P = 2.77×10⁻²³ m³/s,

which is 2.6 % below the formula's value. Most of this difference comes from the rounded constant. Replacing 0.78 by the fitted 0.769 changes P by the factor (0.769/0.78)^(5/3) ≈ 0.98, a reduction of a little over 2 %.

The formula is thus accurate to about 3 % here, relative to the fuller solution of the same model and for this fitting window. That figure does not include errors in D or g, or departures of a real boundary from the model. A sensible statement of the result is sδD_b ≈ 2.8×10⁻²³ m³/s. This completes part (c).

**9. Other readings of the data, and where the result fails**

**A log₁₀ plot.** Since ln c̄ = ln 10 × log₁₀ c̄, a slope read from a log₁₀ plot must be multiplied by ln 10 before it enters the formula. If the given 1×10⁷ m^(−6/5) were such a slope, P would be multiplied by (ln 10)^(−5/3) = 0.249, giving

sδD_b = 7.09×10⁻²⁴ m³/s.

**Neighbouring boundaries.** Let parallel boundaries be a distance L apart. By symmetry, no solute crosses the plane midway between them. The lattice solution of section 2 then becomes proportional to cosh[√(p/D)(L/2 − x)], and the leakage term changes from 2√(Dp) B to

2√(Dp) tanh[(L/2)√(p/D)] B.

For L ≫ √(Dt) the hyperbolic tangent is close to one and the boundary acts as if isolated. For L ≪ √(Dt) it can be replaced by its argument, and the leakage term becomes pLB. Then κ² = pL/P, and inversion of (c₀/p)exp(−κy) gives

c = c₀ erfc[y/(2√(Pt/L))].

This is ordinary diffusion with an effective diffusivity P/L, still without lattice diffusion along y or storage in the boundary. Comparing the storage term sδpB with pLB shows that the latter omission requires sδ ≪ L. The lattice between the boundaries is now filled almost evenly, and the 6/5 analysis no longer applies.

The finite-volume solution at β = 10 shows both sides of this condition. At the three depths used above, reducing the spacing from 16√(Dt) to 8√(Dt) changes the boundary-supplied amount by no more than 0.02 %. This is below the 0.13 % accuracy of the finite-volume grid, so it is an upper bound and not a measure of the neighbours' influence. Reducing it to √(Dt) changes it by up to 111 %. With √(Dt) = 1×10⁻⁷ m, a spacing of 8√(Dt) is 0.8 μm.

**Storage in the boundary.** With the storage term restored in the same calculation, α = 0.0025 changes the amount by at most 0.8 %, whereas α = 0.5 changes it by up to 85 %. For short anneals or strong segregation α may cease to be small. The profile then depends on sδ separately, and the formula should not be used.

**The boundary diffusivity.** To obtain D_b = P/(sδ), the product sδ must be known from elsewhere. For s = 1 and the illustrative width δ = 5×10⁻¹⁰ m,

D_b = 2.85×10⁻²³/(5×10⁻¹⁰) = 5.7×10⁻¹⁴ m²/s,

which is 5.7×10⁴ times D. If s were 10 at the same width, the same P would imply a D_b ten times smaller. The profile determines P; the split into three factors rests on the added assumptions. This answers part (d).

The main numerical values used here are listed in the output below.

Table of computed values

```
Lattice diffusivity D: 1.000e-18 m2/s
Anneal time t: 1.000e+04 s
Natural-log slope magnitude g: 1.000e+07 m^(-6/5)
sqrt(D/t): 1.0000e-11 m/s
g^(-5/3): 2.1544e-12 m2
Prefactor 2*0.78^(5/3): 1.3219 (no unit)
RESULT s delta D_b: 2.8479e-23 m3/s
Lattice diffusion length sqrt(Dt): 1.000e-07 m
beta: 142.39 (no unit)
Fit window, shallow end: 2.387e-06 m
Fit window, deep end: 7.160e-06 m
Shallow end over sqrt(Dt): 23.87 (no unit)
Slope of full profile at RESULT: 9.8484e+06 m^(-6/5)
s delta D_b matched to full profile: 2.7741e-23 m3/s
Matched value relative to RESULT: -2.59 %
Illustrative s delta: 5.00e-10 m
alpha for this s delta: 0.00250 (no unit)
D_b for this delta and s=1: 5.696e-14 m2/s
D_b/D for this delta and s=1: 5.696e+04 (no unit)
s delta D_b if given slope were log10: 7.0930e-24 m3/s
log10 case over natural-log case: 0.2491 (no unit)
Fitted coefficient, w=2 to 6: 0.7687 (no unit)
Fitted coefficient, w=2 to 10: 0.7654 (no unit)
Max ln deviation, y^(6/5) plot, w=2 to 6: 0.0213
Max ln deviation, y plot, w=2 to 6: 0.0662
Max ln deviation, y^2 plot, w=2 to 6: 0.3509
Saddle-point error at w=40: 3.52 %
Saddle-point error at w=80: 1.44 %
Series vs transform at beta=1e6, max: 0.00017 %
Grid tests: beta=10, depths 8, 12, 16 sqrt(Dt); max changes
Grid vs transform: 0.128 %
Storage alpha=0.0025 vs none: 0.770 %
Storage alpha=0.5 vs none: 85.3 %
Boundary spacing 8 vs 16 sqrt(Dt): 0.017 %
Boundary spacing 1 vs 16 sqrt(Dt): 111.3 %
```
